**Tkatchenko-Scheffler volume scaling of $\alpha$ and $C_6$ for N$_2$ and LiH against TDHF**

The TS scheme sets $\alpha_A=v_A\alpha_A^{\rm free}$ and $C_{6,AA}=v_A^2C_{6,AA}^{\rm free}$, where $v_A$ is the ratio of the Hirshfeld volume $\int r_A^3w_An\,d^3r$ to the free-atom volume, $w_A$ is the free-atom density weight, and the effective frequency $\omega=4C_6/(3\alpha^2)$ is held fixed. All free-atom data, densities and molecular references are computed at the Hartree-Fock and TDHF level in even-tempered Gaussian bases, in atomic units. The program asserts the exact volume and polarizability of H, TDHF against finite-field polarizabilities, Casimir-Polder quadrature against sums over states, the combination rule against the full Li-H spectrum, atom-centred against Becke grids, and the hydrogen-like exponents $\alpha\propto v^{4/3}$ and $C_6\propto v^2$. It also asserts that TS/TDHF lies between 1 and 1.5 for N$_2$ and above 1.5 for LiH, that the hydride-centred $2\sigma$ orbital supplies over 90% of the Li volume, that the Li frequency lies below the lowest LiH excitation, and that iterative Hirshfeld (HI) weights more than halve the logarithmic errors. The output shows ratios of 1.26 for $\alpha$ and 1.28 for $C_6$ in N$_2$, and 3.16 and 3.31 in LiH. With HI weights the LiH ratios are 1.02 and 1.55, so $C_6$ stays too large while the effective frequency, 0.346 hartree, exceeds the TDHF value 0.234.

## Numerical check

```python
# Tkatchenko-Scheffler (TS) scaling, tested at one level: Hartree-Fock / TDHF, atomic units.
# w_A = n_A/sum_B n_B (free-atom densities), V_A = int r_A^3 w_A n, v_A = V_A/V_A(free),
# alpha_A = v_A alpha_free, C6_AA = v_A^2 C6_free (fixed frequency om = 4 C6/(3 alpha^2)),
# C6_AB = 2 C6_AA C6_BB/(alpha_B/alpha_A C6_AA + alpha_A/alpha_B C6_BB).
# Claim: moderate overestimate (factor below 1.5) for covalent N2, large overestimate
# (factor above 1.5) for ionic LiH, mostly cured by iterative Hirshfeld (HI) weights.
# f, w: oscillator strengths and excitation energies.
import numpy as np
from math import gamma, log
from numpy.polynomial.legendre import leggauss
from scipy import constants
from scipy.linalg import eigh, cholesky
from pyscf import gto, scf, ao2mo, dft
scf.hf.MUTE_CHKFILE = True

# even-tempered shells: (l, number, smallest exponent, ratio)
ET = {'H': [(0, 11, 0.006, 2.5), (1, 6, 0.02, 2.5), (2, 2, 0.12, 3.0)],
      'Li': [(0, 12, 0.008, 2.8), (1, 8, 0.008, 2.6), (2, 3, 0.04, 3.0)],
      'N': [(0, 12, 0.04, 2.8), (1, 7, 0.035, 2.8), (2, 3, 0.1, 3.0)]}
BASIS = {el: [[l, [a * b**k, 1.0]] for l, n, a, b in sh for k in reversed(range(n))]
         for el, sh in ET.items()}

def molecule(atoms, charge=0, spin=0):
    return gto.M(atom=[(s, (0.0, 0.0, z)) for s, z in atoms], unit='Bohr', basis=BASIS,
                 charge=charge, spin=spin, verbose=0)

def run_scf(mol, eri, field=0.0, dm0=None):
    mf = scf.RHF(mol) if mol.spin == 0 else scf.UHF(mol)
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc') + field * mol.intor('int1e_r')[2]
    mf.get_hcore = lambda *args: h
    mf._eri = eri
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 200
    mf.kernel(dm0)
    assert mf.converged
    return mf

def total_dm(mf):
    dm = np.asarray(mf.make_rdm1())
    return dm if dm.ndim == 2 else dm[0] + dm[1]

def hartree_fock(atoms, charge=0, spin=0):
    mol = molecule(atoms, charge, spin)
    eri = mol.intor('int2e', aosym='s8')
    mf = run_scf(mol, eri)
    closed = spin == 0
    sets = [(mf.mo_coeff, mf.mo_energy, mf.mo_occ)] if closed else \
        list(zip(mf.mo_coeff, mf.mo_energy, mf.mo_occ))
    orb = [(c[:, o > 0], c[:, o == 0], e[o > 0], e[o == 0]) for c, e, o in sets]
    r = mol.intor('int1e_r')
    ns = len(orb)
    plus = [[None] * ns for _ in range(ns)]
    minus = [[None] * ns for _ in range(ns)]
    dip = []
    for s, (co, cv, eo, ev) in enumerate(orb):
        no, nv = co.shape[1], cv.shape[1]
        dip.append(np.array([(co.T @ x @ cv).ravel() for x in r]))
        for t, (co2, cv2, _, _) in enumerate(orb):
            g = ao2mo.incore.general(eri, (co, cv, co2, cv2), compact=False)
            g = g.reshape(no * nv, -1)
            plus[s][t] = (4.0 if closed else 2.0) * g
            minus[s][t] = np.zeros_like(g)
            if s == t:
                ibja = g.reshape(no, nv, no, nv).transpose(0, 3, 2, 1).reshape(g.shape)
                ijab = ao2mo.incore.general(eri, (co, co, cv, cv), compact=False)
                ijab = ijab.reshape(no, no, nv, nv).transpose(0, 2, 1, 3).reshape(g.shape)
                gap = np.diag((ev[None, :] - eo[:, None]).ravel())
                plus[s][t] = plus[s][t] + gap - ijab - ibja
                minus[s][t] = gap - ijab + ibja
    low = cholesky(np.block(minus), lower=True)
    w2, vec = eigh(low.T @ np.block(plus) @ low)
    assert w2[0] > 0
    fxyz = (4.0 if closed else 2.0) * (np.hstack(dip) @ low @ vec)**2
    occ = np.hstack([o[0] for o in orb]) * (np.sqrt(2.0) if closed else 1.0)
    return dict(mol=mol, mf=mf, eri=eri, occ=occ, f=fxyz.mean(0), w=np.sqrt(w2),
                axx=(fxyz[0] / w2).sum(), azz=(fxyz[2] / w2).sum())

def hydrogenic(Z):
    mol = molecule([('H', 0.0)], spin=1)
    e, c = eigh(mol.intor('int1e_kin') + Z * mol.intor('int1e_nuc'), mol.intor('int1e_ovlp'))
    d2 = sum((c[:, 0] @ x @ c[:, 1:])**2 for x in mol.intor('int1e_r'))
    return dict(mol=mol, occ=c[:, :1], f=2 / 3 * (e[1:] - e[0]) * d2, w=e[1:] - e[0])

def orbital_rho(sys, pts):
    return (sys['mol'].eval_gto('GTOval', np.ascontiguousarray(pts)) @ sys['occ'])**2
def rho(sys, pts, z=0.0):
    return orbital_rho(sys, pts - np.array([0, 0, z])).sum(1)
def alpha(sys):
    return (sys['f'] / sys['w']**2).sum()
def c6_sum(a, b):
    wa, wb = a['w'][:, None], b['w'][None, :]
    return 1.5 * (np.outer(a['f'], b['f']) / (wa * wb * (wa + wb))).sum()
xq, wq = leggauss(160)
uq, duq = 0.3 * (1 + xq) / (1 - xq), 0.6 * wq / (1 - xq)**2
def c6_quad(a, b):
    au = lambda s: (s['f'][:, None] / (s['w'][:, None]**2 + uq**2)).sum(0)
    return 3 / np.pi * (duq * au(a) * au(b)).sum()
def field_alpha_zz(sys, field=5e-4):
    z = sys['mol'].intor('int1e_r')[2]
    m = [np.sum(total_dm(run_scf(sys['mol'], sys['eri'], s * field, sys['mf'].make_rdm1())) * z)
         for s in (1, -1)]
    return -(m[0] - m[1]) / (2 * field)
def becke_grid(mol):
    g = dft.gen_grid.Grids(mol)
    g.level = 3
    g.build()
    return g.coords, g.weights
def r2_analytic(sys):
    return np.sum(total_dm(sys['mf']) * sys['mol'].intor('int1e_r2'))
def close(a, b, tol):
    assert abs(a / b - 1) < tol, (a, b)

xr, wr = leggauss(240)
tmax = log(40.0 / 0.01 + 1)
tt = 0.5 * tmax * (1 + xr)
rad, drad = 0.01 * np.expm1(tt), 0.01 * np.exp(tt) * 0.5 * tmax * wr
ct, wct = leggauss(64)
local = np.stack([np.outer(rad, np.sqrt(1 - ct**2)).ravel(), np.zeros(rad.size * ct.size),
                  np.outer(rad, ct).ravel()], 1)
wloc = 2 * np.pi * np.outer(rad**2 * drad, wct).ravel()
rloc = np.repeat(rad, ct.size)
def moment(sys, k):
    pts = np.stack([0 * rad, 0 * rad, rad], 1)
    return 4 * np.pi * (drad * rad**(2 + k) * rho(sys, pts)).sum()

def ts_pair(a1, c1, a2, c2):
    return 2 * c1 * c2 / (a2 / a1 * c1 + a1 / a2 * c2)
def ts_molecule(names, ratios):
    al = [v * A[n] for n, v in zip(names, ratios)]
    c6 = [v * v * C[n] for n, v in zip(names, ratios)]
    tot = sum(ts_pair(a1, c1, a2, c2) for a1, c1 in zip(al, c6) for a2, c2 in zip(al, c6))
    om = np.array([OM[n] for n in names])
    osc = dict(f=np.array(al) * om**2, w=om)
    close(tot, c6_quad(osc, osc), 1e-6)   # pair formula vs Casimir-Polder quadrature
    return sum(al), tot

# free atoms and ions
atom = {'H': hydrogenic(1.0), 'Li': hartree_fock([('Li', 0)], 0, 1),
        'N': hartree_fock([('N', 0)], 0, 3), 'Li+': hartree_fock([('Li', 0)], 1),
        'H-': hartree_fock([('H', 0)], -1)}
V = {n: moment(s, 3) for n, s in atom.items()}
A = {n: alpha(s) for n, s in atom.items()}
C = {n: c6_sum(s, s) for n, s in atom.items()}
OM = {n: 4 * C[n] / (3 * A[n]**2) for n in atom}
close(V['H'], 4 * gamma(6) / 2**6, 1e-2)      # exact 1s moment; tolerance is basis error
close(A['H'], 4.5, 1e-2)                      # exact hydrogen polarizability
close(moment(atom['Li'], 2), r2_analytic(atom['Li']), 1e-5)
two = rho(atom['N'], np.array([[0, 0, 1.5], [1.5 / np.sqrt(3)] * 3]))
close(two[0], two[1], 1e-4)
ff_li = field_alpha_zz(atom['Li'])
close(ff_li, A['Li'], 2e-3)
for n in ('H', 'Li', 'N'):
    close(c6_quad(atom[n], atom[n]), C[n], 1e-5)
    print(f"free {n}: V {V[n]:.3f} bohr^3, alpha {A[n]:.3f} bohr^3, "
          f"C6 {C[n]:.3f} au, omega {OM[n]:.4f} Eh")
print(f"free Li alpha by finite field {ff_li:.3f} bohr^3")
c_full, c_rule = c6_sum(atom['Li'], atom['H']), ts_pair(A['Li'], C['Li'], A['H'], C['H'])
close(c_rule, c_full, 3e-2)
print(f"free Li-H C6: full spectrum {c_full:.3f} au, combination rule {c_rule:.3f} au")
Z = 1.5
ion = hydrogenic(Z)
v_ion = moment(ion, 3) / V['H']
pa, pc = log(alpha(ion) / A['H']) / log(v_ion), log(c6_sum(ion, ion) / C['H']) / log(v_ion)
assert abs(pa - 4 / 3) < 0.02 and abs(pc - 2) < 0.02
print(f"hydrogenic Z={Z}: v {v_ion:.4f}, alpha exponent {pa:.4f}, C6 exponent {pc:.4f}")
assert A['Li+'] / V['Li+'] < 0.3 * A['Li'] / V['Li']
print(f"Li+: V {V['Li+']:.4f} bohr^3, alpha {A['Li+']:.4f} bohr^3, "
      f"v*alpha(Li) {V['Li+'] / V['Li'] * A['Li']:.4f} bohr^3")
print(f"alpha/V: H {A['H'] / V['H']:.3f}, Li {A['Li'] / V['Li']:.3f}, "
      f"Li+ {A['Li+'] / V['Li+']:.3f}, N {A['N'] / V['N']:.3f}")
print(f"H-: V {V['H-']:.2f} bohr^3")

ang3 = (constants.physical_constants['Bohr radius'][0] * 1e10)**3
eva6 = constants.physical_constants['Hartree energy in eV'][0] * ang3**2
def report(tag, a, c, a0=None, c0=None):
    print(f"{tag}: alpha {a:.2f} bohr^3 = {a * ang3:.3f} A^3, C6 {c:.1f} au = {c * eva6:.1f} eV A^6")
    extra = "" if a0 is None else f", alpha/ref {a / a0:.3f}, C6/ref {c / c0:.3f}"
    print(f"{tag}: effective omega {4 * c / (3 * a * a):.4f} Eh{extra}")

# covalent control, N at z = 0 and z = RN
RN = 2.0
n2 = hartree_fock([('N', 0.0), ('N', RN)])
def n2_share(pts, wts):
    na, nb = rho(atom['N'], pts), rho(atom['N'], pts, RN)
    return wts * na / (na + nb + 1e-200) * rho(n2, pts)
share = n2_share(local, wloc)
vN = (share * rloc**3).sum() / V['N']
pts_b, wts_b = becke_grid(n2['mol'])
vN_b = (n2_share(pts_b, wts_b) * np.linalg.norm(pts_b, axis=1)**3).sum() / V['N']
aN, cN = ts_molecule(['N', 'N'], [vN, vN])
aN0, cN0 = alpha(n2), c6_sum(n2, n2)
ffN = field_alpha_zz(n2)
# second moment with the displacement term 7 RN^2 removed, relative to two free atoms
spread = (r2_analytic(n2) - 7 * RN**2) / (2 * r2_analytic(atom['N']))
print(f"N2 R {RN} bohr: E {n2['mf'].e_tot:.5f} Eh, population {share.sum():.4f} e")
print(f"N2 v_N {vN:.4f} (Becke grid {vN_b:.4f}), second moment/promolecule {spread:.4f}")
print(f"N2 alpha_xx {n2['axx']:.3f}, alpha_zz {n2['azz']:.3f}, finite-field zz {ffN:.3f} bohr^3")
print(f"N2 TDHF alpha/(2 alpha_N) {aN0 / (2 * A['N']):.4f}")
report("N2 TDHF", aN0, cN0)
report("N2 TS", aN, cN, aN0, cN0)
assert abs(share.sum() - 7) < 2e-3
close(vN, vN_b, 5e-3)
close(ffN, n2['azz'], 2e-3)
close(c6_quad(n2, n2), cN0, 1e-5)
assert abs(spread - 1) < 0.1                      # density hardly contracts
assert 4 * cN0 / (3 * aN0**2) > OM['N']           # bonding raises the frequency
assert 1 < aN / aN0 < 1.5 and 1 < cN / cN0 < 1.5  # moderate overestimate

# LiH, Li at z = 0 and H at z = R
R = 3.0
lih = hartree_fock([('Li', 0.0), ('H', R)])
a0, c0 = alpha(lih), c6_sum(lih, lih)
ff = field_alpha_zz(lih)
zint = lih['mol'].intor('int1e_r')[2]
mu = R - np.sum(total_dm(lih['mf']) * zint)
z2s = 0.5 * lih['occ'][:, 1] @ zint @ lih['occ'][:, 1]
def tables(pts):
    return dict(orb=orbital_rho(lih, pts), Li=rho(atom['Li'], pts), Lip=rho(atom['Li+'], pts),
                H=rho(atom['H'], pts, R), Hm=rho(atom['H-'], pts, R))
def w_li(t, q):
    a, b = (1 - q) * t['Li'] + q * t['Lip'], (1 - q) * t['H'] + q * t['Hm']
    return a / (a + b + 1e-200)
gl, gh = tables(local), tables(local + np.array([0, 0, R]))
nl, nh = gl['orb'].sum(1), gh['orb'].sum(1)
def partition(q):
    sl, sh = wloc * w_li(gl, q) * nl, wloc * (1 - w_li(gh, q)) * nh
    assert abs(sl.sum() + sh.sum() - 4) < 2e-3     # two separate grids
    return 3 - sl.sum(), (sl * rloc**3).sum(), (sh * rloc**3).sum()
qH, VLi, VH = partition(0.0)
pts_b, wts_b = becke_grid(lih['mol'])
tb = tables(pts_b)
nbk, wb = wts_b * tb['orb'].sum(1), w_li(tb, 0.0)
VLi_b = (nbk * wb * np.linalg.norm(pts_b, axis=1)**3).sum()
VH_b = (nbk * (1 - wb) * np.linalg.norm(pts_b - [0, 0, R], axis=1)**3).sum()
vLi, vH = VLi / V['Li'], VH / V['H']
aT, cT = ts_molecule(['Li', 'H'], [vLi, vH])
frac2s = (wloc * w_li(gl, 0.0) * gl['orb'][:, 1] * rloc**3).sum() / VLi
behind = np.array([2.0, 4.0, 6.0])
wax = w_li(tables(np.stack([0 * behind, 0 * behind, R + behind], 1)), 0.0)

q, steps = 0.0, 0
while True:
    new = min(max(3 - (wloc * w_li(gl, q) * nl).sum(), 0.0), 1.0)
    steps += 1
    done = abs(new - q) < 1e-8
    q = new
    if done:
        break
    assert steps < 1000
_, VLi_i, VH_i = partition(q)
vLi_i, vH_i = VLi_i / V['Li'], VH_i / V['H']
aI, cI = ts_molecule(['Li', 'H'], [vLi_i, vH_i])

print(f"LiH R {R} bohr: E {lih['mf'].e_tot:.5f} Eh, dipole {mu:.4f} e bohr")
print(f"LiH alpha_xx {lih['axx']:.3f}, alpha_zz {lih['azz']:.3f}, finite-field zz {ff:.3f} bohr^3")
print(f"LiH lowest TDHF singlet excitation {lih['w'][0]:.4f} Eh")
print(f"charge on Li: dipole/R {-mu / R:.3f} e, Hirshfeld {qH:.3f} e, HI {q:.3f} e ({steps} steps)")
print(f"2sigma centroid z {z2s:.3f} bohr, share of V_Li from 2sigma {frac2s:.4f}")
print("w_Li at 2, 4, 6 bohr behind H: " + ", ".join(f"{x:.3f}" for x in wax))
print(f"Hirshfeld V_Li {VLi:.3f} (Becke grid {VLi_b:.3f}), V_H {VH:.3f} (Becke {VH_b:.3f}) bohr^3")
print(f"HI V_Li {VLi_i:.3f} bohr^3, V_H {VH_i:.3f} bohr^3")
for tag, x, y in (("TS", vLi, vH), ("TS/HI", vLi_i, vH_i)):
    print(f"{tag}: v_Li {x:.4f}, v_H {y:.4f}, alpha_Li {x * A['Li']:.2f}, "
          f"alpha_H {y * A['H']:.2f} bohr^3")
    print(f"{tag}: C6 LiLi {x * x * C['Li']:.2f}, LiH {x * y * c_rule:.2f}, "
          f"HH {y * y * C['H']:.2f} au")
report("LiH TDHF", a0, c0)
report("LiH TS", aT, cT, a0, c0)
report("LiH TS/HI", aI, cI, a0, c0)

close(c6_quad(lih, lih), c0, 1e-5)
close(ff, lih['azz'], 2e-3)
close(VLi, VLi_b, 5e-3)
close(VH, VH_b, 5e-3)
assert aT > 1.5 * a0 and cT > 1.5 * c0
assert log(aT / a0) > 2 * log(aN / aN0) and log(cT / c0) > 2 * log(cN / cN0)
assert abs(z2s - R) < abs(z2s) and frac2s > 0.9
assert wax[0] < wax[1] < wax[2] and wax[2] > 0.5
assert qH < 0.6 < -mu / R
assert vLi * A['Li'] > a0 and OM['Li'] < lih['w'][0]
assert 0.75 < q < 1.0
assert abs(log(aI / a0)) < 0.5 * log(aT / a0) and abs(log(cI / c0)) < 0.5 * log(cT / c0)
print("finished without a failed check")
```

Running it gives:

```
free H: V 7.503 bohr^3, alpha 4.501 bohr^3, C6 6.502 au, omega 0.4279 Eh
free Li: V 95.171 bohr^3, alpha 170.272 bohr^3, C6 1482.371 au, omega 0.0682 Eh
free N: V 25.336 bohr^3, alpha 7.173 bohr^3, C6 23.289 au, omega 0.6036 Eh
free Li alpha by finite field 170.260 bohr^3
free Li-H C6: full spectrum 68.309 au, combination rule 67.600 au
hydrogenic Z=1.5: v 0.2965, alpha exponent 1.3337, C6 exponent 2.0005
Li+: V 0.8805 bohr^3, alpha 0.1895 bohr^3, v*alpha(Li) 1.5753 bohr^3
alpha/V: H 0.600, Li 1.789, Li+ 0.215, N 0.283
H-: V 97.43 bohr^3
N2 R 2.0 bohr: E -108.97127 Eh, population 7.0000 e
N2 v_N 0.9657 (Becke grid 0.9657), second moment/promolecule 0.9879
N2 alpha_xx 9.488, alpha_zz 14.097, finite-field zz 14.097 bohr^3
N2 TDHF alpha/(2 alpha_N) 0.7685
N2 TDHF: alpha 11.02 bohr^3 = 1.634 A^3, C6 67.9 au = 40.6 eV A^6
N2 TDHF: effective omega 0.7455 Eh
N2 TS: alpha 13.85 bohr^3 = 2.053 A^3, C6 86.9 au = 51.9 eV A^6
N2 TS: effective omega 0.6036 Eh, alpha/ref 1.257, C6/ref 1.279
LiH R 3.0 bohr: E -7.98671 Eh, dipole -2.3545 e bohr
LiH alpha_xx 25.177, alpha_zz 21.688, finite-field zz 21.690 bohr^3
LiH lowest TDHF singlet excitation 0.1494 Eh
charge on Li: dipole/R 0.785 e, Hirshfeld 0.415 e, HI 0.971 e (42 steps)
2sigma centroid z 2.684 bohr, share of V_Li from 2sigma 0.9786
w_Li at 2, 4, 6 bohr behind H: 0.075, 0.371, 0.799
Hirshfeld V_Li 39.013 (Becke grid 39.013), V_H 10.071 (Becke 10.071) bohr^3
HI V_Li 1.927 bohr^3, V_H 35.228 bohr^3
TS: v_Li 0.4099, v_H 1.3422, alpha_Li 69.80, alpha_H 6.04 bohr^3
TS: C6 LiLi 249.10, LiH 37.20, HH 11.71 au
TS/HI: v_Li 0.0203, v_H 4.6953, alpha_Li 3.45, alpha_H 21.13 bohr^3
TS/HI: C6 LiLi 0.61, LiH 6.43, HH 143.34 au
LiH TDHF: alpha 24.01 bohr^3 = 3.559 A^3, C6 101.4 au = 60.6 eV A^6
LiH TDHF: effective omega 0.2344 Eh
LiH TS: alpha 75.84 bohr^3 = 11.238 A^3, C6 335.2 au = 200.3 eV A^6
LiH TS: effective omega 0.0777 Eh, alpha/ref 3.158, C6/ref 3.307
LiH TS/HI: alpha 24.58 bohr^3 = 3.643 A^3, C6 156.8 au = 93.7 eV A^6
LiH TS/HI: effective omega 0.3460 Eh, alpha/ref 1.024, C6/ref 1.547
finished without a failed check
```
